**LEED nets from overlayer matrices and glide-line absences**

For an overlayer with vectors A_s = M A, where the rows of A are the substrate vectors and M is an integer matrix, the reciprocal vectors are B_s = (M⁻¹)ᵀ B. The program asserts that this rule gives the same spots as explicit phase sums over geometrically built c(2x2), p(2x1), p(2x2) and root-three R30 layers. It also asserts that two p(2x1) domains differ from p(2x2) by the (1/2,1/2) family of spots. For a zigzag p(2x1) layer, it solves scattering by a model sheet V(x,y)δ(z) with multiple scattering included, and asserts flux conservation and convergence with the number of beams. The (1/2,0) beam vanishes to rounding error at normal incidence and for a 20° tilt along the glide line. It carries about 5 × 10⁻⁵ of the incident flux for a 20° tilt across the line, and about 1 × 10⁻⁴ at normal incidence when one adatom is displaced to break the glide. The sheet is a symmetry test with round parameters, not a model of a particular surface.

## Numerical check

```python
"""LEED nets from matrix notation, and absences caused by a glide line.
Result under test: if overlayer rows are A_s = M A, reciprocal rows are
B_s = inverse(M).T B. With a glide line along x (half-cell translation),
beams (h odd, 0) vanish when the incident parallel momentum is along x.
a: net constant, E: energy, k: wave number, M: integer overlayer matrix.
Beams (m, n) are in substrate reciprocal units; (h, j) in overlayer units.
Hartree atomic units. The glide test solves scattering by a sheet
V(x,y) delta(z), including every order of multiple scattering.
The sheet is repulsive, so it holds no bound waves.
"""
from fractions import Fraction
import numpy as np
from scipy.constants import physical_constants

a = 5.0
E = 3.0
k = np.sqrt(2 * E)
hartree_ev = physical_constants["Hartree energy in eV"][0]
UNIT = 12  # beam indices are stored as integer multiples of 1/12

square = a * np.eye(2)
hexagonal = a * np.array([[1, 0], [-0.5, np.sqrt(3) / 2]])


def reciprocal(rows):
    return 2 * np.pi * np.linalg.inv(rows).T


def matrix_beams(M, limit=1):
    """Beams generated by the derived reciprocal matrix, |m|,|n| <= limit."""
    R = np.linalg.inv(np.array(M, float)).T
    found = set()
    for h in range(-12, 13):
        for j in range(-12, 13):
            g = np.rint(UNIT * (np.array([h, j]) @ R)).astype(int)
            if max(abs(g)) <= UNIT * limit:
                found.add((int(g[0]), int(g[1])))
    return found


def phase_sum_beams(t1, t2, basis, substrate):
    """Bright directions found by summing phases over actual atoms."""
    points = np.array([i * t1 + j * t2 + b for i in range(12)
                       for j in range(12) for b in basis])
    B = reciprocal(substrate)
    found = set()
    for m in range(-UNIT, UNIT + 1):
        for n in range(-UNIT, UNIT + 1):
            q = (m * B[0] + n * B[1]) / UNIT
            brightness = abs(np.mean(np.exp(1j * points @ q))) ** 2
            assert brightness < 1e-18 or abs(brightness - 1) < 1e-9
            if brightness > 0.5:
                found.add((m, n))
    return found


def rotation(degrees):
    t = np.radians(degrees)
    return np.array([[np.cos(t), -np.sin(t)], [np.sin(t), np.cos(t)]])


M_c22 = [[1, 1], [-1, 1]]
M_21 = [[2, 0], [0, 1]]
M_12 = [[1, 0], [0, 2]]
M_22 = [[2, 0], [0, 2]]
M_r3 = [[2, 1], [-1, 1]]
x, y = square
origin = np.zeros(2)

# Matrix rule against explicit interference of geometrically built layers
assert matrix_beams(M_c22) == phase_sum_beams(2*x, 2*y, [origin, x+y], square)
assert matrix_beams(M_21) == phase_sum_beams(2*x, y, [origin], square)
assert matrix_beams(M_12) == phase_sum_beams(x, 2*y, [origin], square)
assert matrix_beams(M_22) == phase_sum_beams(2*x, 2*y, [origin], square)
for angle in (30, -30):
    t1, t2 = [np.sqrt(3) * rotation(angle) @ v for v in hexagonal]
    assert matrix_beams(M_r3) == phase_sum_beams(t1, t2, [origin], hexagonal)

# Integer test M g, and number of beams per substrate reciprocal cell
for M in (M_c22, M_21, M_12, M_22, M_r3):
    beams = matrix_beams(M)
    for m in range(-UNIT, UNIT + 1):
        for n in range(-UNIT, UNIT + 1):
            integer = np.all((np.array(M) @ np.array([m, n])) % UNIT == 0)
            assert integer == ((m, n) in beams)
    in_cell = [g for g in beams if 0 <= min(g) and max(g) < UNIT]
    assert len(in_cell) == round(abs(np.linalg.det(M)))

# Two p(2x1) domains differ from p(2x2) exactly by the (1/2,1/2) family
missing = matrix_beams(M_22) - (matrix_beams(M_21) | matrix_beams(M_12))
half = UNIT // 2
assert missing == {(m, n) for m in (-half, half) for n in (-half, half)}


def exit_angle(m, n, substrate):
    G = np.array([m, n]) @ reciprocal(substrate)
    return np.degrees(np.arcsin(np.linalg.norm(G) / k))


# Exit angles against the path-difference condition for rows of atoms
wavelength = 2 * np.pi / k
for g, net, spacing in (((.5, 0), square, 2*a),
                        ((.5, .5), square, np.sqrt(2)*a),
                        ((1/3, 1/3), hexagonal, 1.5*a)):
    path = spacing * np.sin(np.radians(exit_angle(*g, net)))
    assert abs(path - wavelength) < 1e-10


def emerging(beams, substrate):
    B = reciprocal(substrate)
    return {g for g in beams if np.linalg.norm(np.array(g) @ B) / UNIT < k}


# Zigzag overlayer: Fourier coefficients from a real-space potential
d = 0.5
width = 0.8
strength = 8.0
lx, ly = 2 * a, a
grid = 96
X, Y = np.meshgrid(np.arange(grid) * lx / grid,
                   np.arange(grid) * ly / grid, indexing="ij")


def fourier_potential(atoms):
    V = np.zeros((grid, grid))
    for ax, ay in atoms:
        for i in range(-3, 4):
            for j in range(-3, 4):
                r2 = (X - ax - i*lx)**2 + (Y - ay - j*ly)**2
                V += np.exp(-r2 / (2 * width**2))
    V *= strength / (2 * np.pi * width**2)
    return np.fft.fft2(V) / grid**2


adatoms = [(0, d), (a, -d)]
substrate_atoms = [(0, 0), (a, 0)]
V_ad = fourier_potential(adatoms)


def zigzag_factor(h, j):
    phase = 2 * np.pi * j * d / a
    return 2 * abs(np.cos(phase) if h % 2 == 0 else np.sin(phase))


for h in range(-3, 4):
    for j in range(-2, 3):
        G2 = (2*np.pi*h/lx)**2 + (2*np.pi*j/ly)**2
        atom = strength * np.exp(-G2 * width**2 / 2) / (lx * ly)
        assert abs(abs(V_ad[h, j]) / atom - zigzag_factor(h, j)) < 1e-8


def scatter(V, kx, ky, hmax=14, jmax=7):
    """Reflected amplitudes and intensities of the sheet."""
    H, J = [v.ravel() for v in np.meshgrid(
        np.arange(-hmax, hmax+1), np.arange(-jmax, jmax+1), indexing="ij")]
    kz2 = 2*E - (kx + 2*np.pi*H/lx)**2 - (ky + 2*np.pi*J/ly)**2
    kz = np.sqrt(kz2.astype(complex))
    W = V[(H[:, None] - H) % grid, (J[:, None] - J) % grid]
    e0 = ((H == 0) & (J == 0)).astype(complex)
    r = np.linalg.solve(1j * np.diag(kz) - W, W @ e0)
    weight = kz.real / kz[e0.real > 0.5][0].real
    reflected = weight * abs(r)**2
    transmitted = weight * abs(e0 + r)**2
    assert abs(np.sum(reflected + transmitted) - 1) < 1e-9
    keys = [(int(h), int(j)) for h, j in zip(H, J)]
    return dict(zip(keys, r)), dict(zip(keys, reflected))


V_full = fourier_potential(substrate_atoms + adatoms)
shift = 0.5
V_broken = fourier_potential(substrate_atoms + [(0, d), (a + shift, -d)])
tilt = 20.0
kt = k * np.sin(np.radians(tilt))
_, I_normal = scatter(V_full, 0, 0)
amp_along, I_along = scatter(V_full, kt, 0)
_, I_across = scatter(V_full, 0, kt)
_, I_broken = scatter(V_broken, 0, 0)

for I in (I_normal, I_along):
    assert max(I[h, 0] for h in (-3, -1, 1, 3)) < 1e-20
    assert I[1, 1] > 1e-4
for h in range(-3, 4):
    for j in range(0, 3):
        assert abs(amp_along[h, -j] - (-1)**h * amp_along[h, j]) < 1e-10
assert abs(V_full[1, 0]) < 1e-12   # single scattering: zero at any azimuth
assert I_across[1, 0] > 1e-7       # multiple scattering: no longer zero
assert I_broken[1, 0] > 1e-5       # no glide: beam appears
largest_change = 0.0
for V, kx, ky, I in ((V_full, 0, 0, I_normal), (V_full, 0, kt, I_across),
                     (V_broken, 0, 0, I_broken)):
    _, larger = scatter(V, kx, ky, 20, 10)
    for beam in ((1, 0), (1, 1), (2, 0)):
        change = abs(larger[beam] - I[beam])
        assert change < 1e-3 * larger[beam] + 1e-18
        if larger[beam] > 1e-18:
            largest_change = max(largest_change, change / larger[beam])


def cell_text(beams):
    inside = sorted(g for g in beams if 0 <= min(g) and max(g) < UNIT)
    return " ".join(f"({Fraction(m, UNIT)},{Fraction(n, UNIT)})"
                    for m, n in inside)


print(f"net constant a = {a:.3f} bohr")
print(f"energy E = {E:.3f} hartree = {E*hartree_ev:.2f} eV")
print(f"wave number k = {k:.4f} 1/bohr")
print(f"wavelength = {wavelength:.4f} bohr")
for name, net in (("square", square), ("hexagonal", hexagonal)):
    print(f"{name} |a1*| = {np.linalg.norm(reciprocal(net)[0]):.4f} 1/bohr")
for name, M, net in (("c(2x2)", M_c22, square), ("p(2x1) A", M_21, square),
                     ("p(2x1) B", M_12, square), ("root3 R30", M_r3, hexagonal)):
    R = np.linalg.inv(np.array(M, float)).T + 0.0
    Bs = R @ reciprocal(net)
    print(f"{name}: M = {M}, det M = {np.linalg.det(M):.0f}")
    print(f"  b1* = ({R[0,0]:.4f},{R[0,1]:.4f}),"
          f" b2* = ({R[1,0]:.4f},{R[1,1]:.4f}) substrate units")
    print(f"  |b1*| = {np.linalg.norm(Bs[0]):.4f},"
          f" |b2*| = {np.linalg.norm(Bs[1]):.4f} 1/bohr")
    print(f"  beams in one cell: {cell_text(matrix_beams(M))}")
B_hex = reciprocal(hexagonal)
B_r3 = np.linalg.inv(np.array(M_r3, float)).T @ B_hex
turn = np.degrees(np.arctan2(B_r3[0, 1], B_r3[0, 0])
                  - np.arctan2(B_hex[0, 1], B_hex[0, 0]))
print(f"root3: angle from a1* to b1* = {turn:.2f} degrees")
two_domains = matrix_beams(M_21, 3) | matrix_beams(M_12, 3)
print(f"two p(2x1) domains, one cell: {cell_text(two_domains)}")
print(f"p(2x2), one cell: {cell_text(matrix_beams(M_22))}")
for label, g, net in (("square (1/2,0)", (.5, 0), square),
                      ("square (1/2,1/2)", (.5, .5), square),
                      ("square (1,0)", (1, 0), square),
                      ("square (1/2,1)", (.5, 1), square),
                      ("hexagonal (1/3,1/3)", (1/3, 1/3), hexagonal),
                      ("hexagonal (1,0)", (1, 0), hexagonal)):
    print(f"exit angle {label} = {exit_angle(*g, net):.2f} degrees")
out_two = emerging(two_domains, square)
extinct = {g for g in out_two if 0 in g and (g[0] + g[1]) % UNIT == half}
for label, count in (
        ("clean square", len(emerging(matrix_beams([[1, 0], [0, 1]], 3), square))),
        ("c(2x2)", len(emerging(matrix_beams(M_c22, 3), square))),
        ("two-domain p(2x1)", len(out_two)),
        ("two-domain zigzag p(2x1)", len(out_two - extinct)),
        ("root3 R30", len(emerging(matrix_beams(M_r3, 3), hexagonal)))):
    print(f"emerging beams incl. specular, {label}: {count}")
print(f"zigzag d = {d:.2f} bohr, Gaussian width = {width:.2f} bohr")
print(f"atom strength = {strength:.1f} hartree bohr^3 (repulsive)")
for h, j in ((1, 0), (1, 1), (2, 0), (2, 1)):
    print(f"|F|^2 at ({Fraction(h, 2)},{j}) = {zigzag_factor(h, j)**2:.4f}")
print(f"tilt = {tilt:.1f} degrees, adatom shift = {shift:.2f} bohr")
print("reflected fraction of incident flux, substrate beam indices:")
for label, I in (("normal", I_normal), ("tilt along glide", I_along),
                 ("tilt across glide", I_across), ("broken, normal", I_broken)):
    print(f"  {label}: (1/2,0) {I[1,0]:.2e}, (1/2,1) {I[1,1]:.2e},"
          f" (1,0) {I[2,0]:.2e}")
print(f"largest relative change with more beams = {largest_change:.1e}")
print("checks complete")
```

It prints:

```
net constant a = 5.000 bohr
energy E = 3.000 hartree = 81.63 eV
wave number k = 2.4495 1/bohr
wavelength = 2.5651 bohr
square |a1*| = 1.2566 1/bohr
hexagonal |a1*| = 1.4510 1/bohr
c(2x2): M = [[1, 1], [-1, 1]], det M = 2
  b1* = (0.5000,0.5000), b2* = (-0.5000,0.5000) substrate units
  |b1*| = 0.8886, |b2*| = 0.8886 1/bohr
  beams in one cell: (0,0) (1/2,1/2)
p(2x1) A: M = [[2, 0], [0, 1]], det M = 2
  b1* = (0.5000,0.0000), b2* = (0.0000,1.0000) substrate units
  |b1*| = 0.6283, |b2*| = 1.2566 1/bohr
  beams in one cell: (0,0) (1/2,0)
p(2x1) B: M = [[1, 0], [0, 2]], det M = 2
  b1* = (1.0000,0.0000), b2* = (0.0000,0.5000) substrate units
  |b1*| = 1.2566, |b2*| = 0.6283 1/bohr
  beams in one cell: (0,0) (0,1/2)
root3 R30: M = [[2, 1], [-1, 1]], det M = 3
  b1* = (0.3333,0.3333), b2* = (-0.3333,0.6667) substrate units
  |b1*| = 0.8378, |b2*| = 0.8378 1/bohr
  beams in one cell: (0,0) (1/3,1/3) (2/3,2/3)
root3: angle from a1* to b1* = 30.00 degrees
two p(2x1) domains, one cell: (0,0) (0,1/2) (1/2,0)
p(2x2), one cell: (0,0) (0,1/2) (1/2,0) (1/2,1/2)
exit angle square (1/2,0) = 14.86 degrees
exit angle square (1/2,1/2) = 21.27 degrees
exit angle square (1,0) = 30.87 degrees
exit angle square (1/2,1) = 35.00 degrees
exit angle hexagonal (1/3,1/3) = 20.00 degrees
exit angle hexagonal (1,0) = 36.33 degrees
emerging beams incl. specular, clean square: 9
emerging beams incl. specular, c(2x2): 21
emerging beams incl. specular, two-domain p(2x1): 33
emerging beams incl. specular, two-domain zigzag p(2x1): 25
emerging beams incl. specular, root3 R30: 31
zigzag d = 0.50 bohr, Gaussian width = 0.80 bohr
atom strength = 8.0 hartree bohr^3 (repulsive)
|F|^2 at (1/2,0) = 0.0000
|F|^2 at (1/2,1) = 1.3820
|F|^2 at (1,0) = 4.0000
|F|^2 at (1,1) = 2.6180
tilt = 20.0 degrees, adatom shift = 0.50 bohr
reflected fraction of incident flux, substrate beam indices:
  normal: (1/2,0) 2.24e-36, (1/2,1) 8.33e-04, (1,0) 1.30e-02
  tilt along glide: (1/2,0) 1.24e-34, (1/2,1) 1.11e-03, (1,0) 7.70e-03
  tilt across glide: (1/2,0) 4.87e-05, (1/2,1) 1.32e-03, (1,0) 9.72e-03
  broken, normal: (1/2,0) 1.23e-04, (1/2,1) 6.35e-04, (1,0) 1.22e-02
largest relative change with more beams = 8.6e-11
checks complete
```
